\section*{Radiative diffusion and the Rosseland conductivity in an optically thick medium}

Consider a point deep inside a medium that absorbs and emits but does not scatter, with the same absorption coefficient $\beta$ at all frequencies. Let the equilibrium intensity (the intensity that radiation would have in equilibrium with the local temperature) vary linearly with position, $I_e(z)=I_e(0)+Gz$. Radiation arriving at $z$ at an angle $\theta$ to the $z$ axis, with $\mu=\cos\theta$, was emitted at some distance $s$ back along the ray, where the equilibrium intensity was $I_e(z-\mu s)$. Emission per unit length is $\beta I_e$, and the fraction $e^{-\beta s}$ survives the journey, so
\begin{equation}
I(z,\mu)=\int_0^\infty \left[I_e(z)-\mu G s\right]\beta e^{-\beta s}\,ds
=I_e(z)-\frac{\mu G}{\beta}.
\end{equation}
One sees the medium as it is, on average, one mean free path away. The net flux is the integral of $\mu I$ over directions. The isotropic part cancels, and $\int_{-1}^{1}\mu^2d\mu=2/3$ gives
\begin{equation}
q=2\pi\int_{-1}^{1}\mu I\,d\mu=-\frac{4\pi}{3\beta}\frac{dI_e}{dz}.
\label{grey}
\end{equation}
If $I_e=n^2\sigma T^4/\pi$, with $n$ the refractive index and $\sigma$ the Stefan--Boltzmann constant, then $dI_e/dz=(4n^2\sigma T^3/\pi)\,dT/dz$. The flux obeys Fourier's law with conductivity $16n^2\sigma T^3/(3\beta)$. It remains to justify the factor $n^2$, to admit scattering and a spectrum, and to find when the law holds.

The factor $n^2$ comes from counting modes. A large volume holds $k^2dk/\pi^2$ modes per unit volume, both polarizations included. For constant $n$ the wavenumber is $k=2\pi n\nu/c$, so this density is $8\pi n^3\nu^2d\nu/c^3$. Each mode carries the thermal energy $h\nu/(e^{h\nu/k_BT}-1)$. Isotropic radiation of intensity $I_\nu$ moving at speed $c/n$ has energy density $u_\nu=4\pi I_\nu n/c$, and therefore
\begin{equation}
I_{e,\nu}=\frac{c}{4\pi n}\,\frac{8\pi n^3h\nu^3/c^3}{e^{h\nu/k_BT}-1}=n^2B_\nu(T),
\qquad B_\nu=\frac{2h\nu^3/c^2}{e^{h\nu/k_BT}-1}.
\end{equation}
Three powers of $n$ come from the mode density, and one is lost because the energy travels more slowly. Since $\int_0^\infty B_\nu d\nu=\sigma T^4/\pi$, the total is $n^2\sigma T^4/\pi$. An explicit sum over the modes of a finite box gives 0.9984 of this value for $n=1$ and 0.9996 for $n=1.6$.

Now let the medium have absorption coefficient $\kappa_\nu$, scattering coefficient $s_\nu$ and extinction coefficient $\beta_\nu=\kappa_\nu+s_\nu$. It is at rest and in local thermodynamic equilibrium, and absorbs weakly over one wavelength. Light crosses a mean free path so quickly that the radiation is taken as steady at each instant. With the frequency label suppressed, the balance along a ray is
\begin{equation}
\mu\frac{\partial I}{\partial z}=-\beta I+\kappa n^2B+\frac{s}{2}\int_{-1}^{1}\Phi(\mu,\mu')I(\mu')\,d\mu'.
\label{rte}
\end{equation}
The non-negative phase function $\Phi$, already averaged over azimuth, is symmetric in $\mu$ and $\mu'$ and satisfies $\frac12\int\Phi\,d\mu'=1$ and $\frac12\int\Phi\,\mu'd\mu'=g\mu$, where $g$ is the mean cosine of the scattering angle.

If the temperature changes little over a mean free path, the left side of \eqref{rte} is small, and we write $I=I_0+I_1+\dots$ in rising order of the gradient. At order zero,
\begin{equation}
\beta I_0=\kappa n^2B+\frac{s}{2}\int\Phi I_0\,d\mu'.
\end{equation}
The choice $I_0=n^2B$ solves this, because $\kappa+s=\beta$. It is the unique solution if $\kappa>0$. Indeed, the difference $D$ of two solutions obeys $\beta D=\frac{s}{2}\int\Phi D\,d\mu'$, hence $\beta\max|D|\le s\max|D|$, or $\kappa\max|D|\le0$. Without absorption nothing ties the radiation to the local temperature.

At first order the known gradient of $I_0$ drives $I_1$:
\begin{equation}
\mu n^2\frac{dB}{dz}=-\beta I_1+\frac{s}{2}\int\Phi I_1\,d\mu'.
\end{equation}
Inserting $I_1=-a\mu$ turns the right side into $a\beta\mu-ags\mu$, so $a=n^2(dB/dz)/(\beta-gs)$. The spectral flux is $2\pi\int\mu I_1d\mu=-4\pi a/3$:
\begin{equation}
q_\nu=-\frac{4\pi n^2}{3(\beta_\nu-gs_\nu)}\frac{\partial B_\nu}{\partial T}\frac{dT}{dz}.
\label{spectral}
\end{equation}
Forward scattering ($g>0$) hinders transport less than its share of the extinction suggests. The plain extinction coefficient is right when $g=0$; otherwise $\beta_\nu-gs_\nu$ takes its place below.

For $g=0$, define the Rosseland mean by
\begin{equation}
\frac1{\beta_R}=\frac{\int_0^\infty\beta_\nu^{-1}(\partial B_\nu/\partial T)\,d\nu}{\int_0^\infty(\partial B_\nu/\partial T)\,d\nu},
\qquad
\int_0^\infty\frac{\partial B_\nu}{\partial T}d\nu=\frac{4\sigma T^3}{\pi}.
\end{equation}
Integrating \eqref{spectral} over frequency then gives
\begin{equation}
q=-\frac{4\pi n^2}{3}\,\frac{1}{\beta_R}\,\frac{4\sigma T^3}{\pi}\frac{dT}{dz}
=-k_R\frac{dT}{dz},\qquad k_R=\frac{16n^2\sigma T^3}{3\beta_R}.
\label{kr}
\end{equation}
In three dimensions the $z$ axis is laid along the local temperature gradient, so to this order $\mathbf q=-k_R\nabla T$. The mean is harmonic because the spectral fluxes add like currents through parallel conductors: weight for weight, the most transparent frequencies carry the most heat. Without scattering they are also the first for which the derivation fails.

How small must the gradient be? A temperature wave in an infinite medium answers this. Let $B$ have a part $b\,e^{iKz}$, take isotropic scattering, and set $x=K/\beta$ and $\omega=s/\beta$. With $J=\frac12\int I\,d\mu$ the mean intensity, the amplitudes in \eqref{rte} obey
\begin{equation}
(1+ix\mu)I=(1-\omega)n^2b+\omega J.
\end{equation}
Divide by $1+ix\mu$ and average over $\mu$. The odd part of $1/(1+ix\mu)$ drops out, and the average is $A=\frac12\int_{-1}^{1}d\mu/(1+x^2\mu^2)=(\arctan x)/x$. Thus $J=A[(1-\omega)n^2b+\omega J]$, and
\begin{equation}
J=\frac{(1-\omega)A}{1-\omega A}n^2b,\qquad
n^2b-J=\frac{1-A}{1-\omega A}n^2b.
\end{equation}
Integrating \eqref{rte} over directions gives the energy balance $iKq=4\pi\kappa(n^2b-J)$, since scattering removes no energy. The diffusion law would give $q_D=-4\pi n^2iKb/(3\beta)$. Dividing, with $\kappa=(1-\omega)\beta$ and $-1/i^2=1$,
\begin{equation}
\frac{q}{q_D}=\frac{3(1-\omega)(1-A)}{x^2(1-\omega A)}.
\label{wave}
\end{equation}

Two limits follow from $A=1-x^2/3+x^4/5-\dots$. Without scattering the ratio is $1-3x^2/5+\dots$, so the error is of second order in the mean free path over the length scale. With strong scattering, $\omega\to1$ and $x\ll1$, we have $1-A\simeq x^2/3$ and $1-\omega A\simeq1-\omega+x^2/3$, so that
\begin{equation}
\frac{q}{q_D}\simeq\frac{1}{1+x^2/[3(1-\omega)]}=\frac1{1+K^2/(3\kappa\beta)}.
\end{equation}
This is a separate condition, $K^2\ll3\kappa\beta$. A photon scattered many times before being absorbed averages the temperature over a distance of order $1/\sqrt{3\kappa\beta}$, which may greatly exceed $1/\beta$. At $x=0.1$, a direct solution of the transfer equation on a spatial grid gives a ratio of 0.9943 for $\omega=0$ but 0.0291 for $\omega=0.9999$; equation \eqref{wave} gives 0.9940 and 0.0291, the difference in the first case being grid error. Both media are equally thick by extinction, yet in the second the diffusion law overstates the flux more than thirtyfold.

For anisotropic scattering, multiply \eqref{rte} by $\mu$ and integrate, using the near isotropy of $I$ to set $\frac12\int\mu^2I\,d\mu\simeq J/3$. This gives $q\simeq-4\pi(dJ/dz)/[3(\beta-gs)]$. Inserted in the energy balance, it yields $J\simeq n^2b/\{1+K^2/[3\kappa(\beta-gs)]\}$, so the condition becomes $K^2\ll3\kappa(\beta-gs)$. For $\omega=0.5$, $g=0.6$ and $x=0.05$, equation \eqref{spectral} predicts a flux $1/(1-0.3)=1.4286$ times that of the plain-extinction law. The numerical solution gives 1.4239, or 1.4235 once the grid error is removed. The denominator just found, 1.0024, lowers the prediction to 1.425 and so accounts for about two thirds of the difference.

Walls set another limit. Take a slab $0<z<L$ without scattering, between black walls at the temperature of the adjoining medium. For $\mu>0$, adding the wall's emission to that of the medium and integrating by parts gives
\begin{align}
I&=n^2B(0)e^{-\beta z/\mu}+\int_0^z n^2B(z')e^{-\beta(z-z')/\mu}\frac{\beta\,dz'}{\mu}\nonumber\\
&=n^2B(z)-n^2\int_0^z\frac{dB}{dz'}e^{-\beta(z-z')/\mu}dz'.
\end{align}
For $\mu<0$ the same steps from the other wall give $n^2B(z)+n^2\int_z^L(dB/dz')e^{-\beta(z'-z)/|\mu|}dz'$. In the flux the $B(z)$ terms cancel, and with $E_3(t)=\int_0^1\mu e^{-t/\mu}d\mu$,
\begin{equation}
q_\nu=-2\pi n^2\int_0^L\frac{dB_\nu}{dz'}E_3(\beta_\nu|z-z'|)\,dz'.
\label{slab}
\end{equation}
Because $\int_{-\infty}^{\infty}E_3(|t|)dt=2\int_0^1\mu^2d\mu=2/3$, a constant gradient deep inside returns \eqref{grey}. At a wall half of the kernel is missing, and the same gradient drives half the flux. A steady flux therefore needs a steeper temperature gradient within a few mean free paths of the wall. This adds a resistance that does not grow with $L$, so the relative error of the diffusion law for the whole slab falls as $1/(\beta L)$.

Ordinary heat conduction, with conductivity $k_c$, adds its own flux. In a steady layer the total flux $Q$ is uniform. Integrating $Q=-(k_c+k_R)\,dT/dz$ from the hot face at $T_h$ to the cold face at $T_c$ gives
\begin{equation}
Q=\frac1L\left[k_c(T_h-T_c)+\int_{T_c}^{T_h}k_R(T)\,dT\right].
\label{total}
\end{equation}

As an example take a dark, iron-rich glass melt standing in a covered feeder channel with the outflow stopped, heated from above. The values are rough typical ones: depth 20 cm, lid at 1550 K, floor at 1450 K, $n=1.6$ and $k_c=1.5$ W/(m K). The absorption coefficient is 3 cm$^{-1}$ below a vacuum wavelength of 2.8 $\mu$m, 6 cm$^{-1}$ from there to 4.5 $\mu$m, and 100 cm$^{-1}$ beyond. Scattering is neglected, and lid and floor are taken as black and in contact with the melt. The optical depths are 60, 120 and 2000, so every band is thick.

The weight of wavelengths below $\lambda$ in the Rosseland mean follows from $y=h\nu/k_BT$ and $z_\lambda=hc/(\lambda k_BT)$. Since $\partial B_\nu/\partial T\propto y^4e^y/(e^y-1)^2$ and $e^y/(e^y-1)^2=-\frac{d}{dy}(e^y-1)^{-1}$, integration by parts gives
\begin{align}
W&=\frac{15}{4\pi^4}\int_{z_\lambda}^\infty\frac{y^4e^y\,dy}{(e^y-1)^2}
=F+\frac{15}{4\pi^4}\frac{z_\lambda^4}{e^{z_\lambda}-1},\\
F&=\frac{15}{\pi^4}\int_{z_\lambda}^\infty\frac{y^3dy}{e^y-1}
=\frac{15}{\pi^4}\sum_{m=1}^\infty e^{-mz_\lambda}\left(\frac{z_\lambda^3}{m}+\frac{3z_\lambda^2}{m^2}+\frac{6z_\lambda}{m^3}+\frac6{m^4}\right).
\end{align}
The sum comes from $1/(e^y-1)=\sum_m e^{-my}$, integrated term by term. At 1500 K the three band weights are 0.6942, 0.2057 and 0.1001, so
\begin{equation}
\frac1{\beta_R}=\frac{0.6942}{3}+\frac{0.2057}{6}+\frac{0.1001}{100}=0.2667\ \mathrm{cm},
\qquad \beta_R=3.75\ \mathrm{cm^{-1}}.
\end{equation}
With $16n^2\sigma T^3=7839$ W/(m$^2$ K),
\begin{equation}
k_R=\frac{7839}{3\times375}=6.97\ \mathrm{W/(m\,K)}.
\end{equation}
Direct quadrature of Planck's law gives the same value. The clearest band carries 87\% of the radiative flux, and the most opaque, with a tenth of the weight, carries 0.4\%. An arithmetic mean with the same weights would be 13.3 cm$^{-1}$ and would understate $k_R$ by a factor of 3.6.

At the floor and lid temperatures $k_R$ is 6.175 and 7.823 W/(m K). Simpson's rule with the middle value 6.969 gives $\int k_R\,dT=(100/6)(6.175+4\times6.969+7.823)=698$ W/m. Equation \eqref{total} then yields $Q=(150+698)/0.20=4240$ W/m$^2$, or 0.424 W/cm$^2$. Solving conduction together with \eqref{slab} in all three bands gives 4186 W/m$^2$, with a grid error of about 2 W/m$^2$. The diffusion result is about 1.3\% too high, and at twice the depth, with the face temperatures fixed, about half as much, as the wall argument requires.

A large Rosseland optical depth does not guarantee such agreement. Keep the temperatures and depth, but let the absorption be 0.05 cm$^{-1}$ below 1.0 $\mu$m, 4 cm$^{-1}$ up to 4.5 $\mu$m and 100 cm$^{-1}$ beyond. The Rosseland depth is still 21.8, but the clear band has an optical depth of 1.0, and the full calculation gives 0.605 of the total flux predicted by diffusion. The harmonic mean credits the clear band with a free path as long as the layer itself.

Other omissions can be sized for the original example. The series $1-3x^2/5$ means a correction factor $1+(3/5\beta^2)B'''/B'$, primes denoting $d/dz$, because $B'''=-K^2B'$ for a wave. For $B\propto T^4$ and linear $T$, $B'''/B'=6(T'/T)^2$. With $T'=5$ K/cm and $\beta=3$ cm$^{-1}$ the relative correction is $4\times10^{-6}$; the steeper rise of $B$ with temperature in the clearest band makes it about $7\times10^{-6}$ there. The steady profile is slightly curved, because $(k_c+k_R)T'$ is constant, and this turns the clear-band correction at 1500 K into about $-4\times10^{-6}$; only its order of magnitude matters. If $n$ falls from 1.6 at 1 $\mu$m by 0.02 per $\mu$m up to 4.5 $\mu$m, $k_R$ drops by 2.5\%. Here $n^2$ stays inside the frequency integral, since the mode density is inversely proportional to the group velocity while the energy speed equals it, so that it cancels from $I_{e,\nu}$. An assumed $|dn/dT|$ of $10^{-5}$ K$^{-1}$ changes $n^2$ by 0.13\% across the melt; thermal expansion alone, with the coefficient $6\times10^{-5}$ K$^{-1}$ used below and the Lorentz--Lorenz relation, would give $4.4\times10^{-5}$ K$^{-1}$ and 0.55\%. With the assumed absorption, the absorptive index $\kappa\lambda/4\pi$ is 0.008 at 10 $\mu$m, small beside 1.6. In real silicates it reaches order one in the strong Si--O band near 9--10 $\mu$m, where the assumption of weak absorption over a wavelength fails, but wavelengths beyond 8 $\mu$m carry less than 0.1\% of $k_R$ here.

Real melts also move. Heating from above prevents overturning, but a horizontal temperature gradient $G_h$ still drives a slow circulation. In a long layer between rigid plates, hydrostatic balance makes the horizontal pressure gradient equal to $\rho g_0\alpha G_hZ$, with $Z$ the height above mid-depth, $\rho$ the density, $g_0$ the acceleration of gravity and $\alpha$ the thermal expansion coefficient; zero net flow, as in the standing melt, excludes a constant term. Viscosity $\eta$ balances it, $\eta\,d^2u/dZ^2=\rho g_0\alpha G_hZ$. With $\zeta=Z/L$ and no slip at $\zeta=\pm\frac12$,
\begin{equation}
u=U\left(\frac{\zeta^3}{6}-\frac{\zeta}{24}\right),\qquad U=\frac{\rho g_0\alpha G_hL^3}{\eta}.
\end{equation}
The heat carried sideways, $\rho c_puG_h$ per unit volume ($c_p$ is the specific heat), alters the vertical flux between plate and mid-depth by $\rho c_pG_hUL/384$, since $\int_0^{1/2}(\zeta/24-\zeta^3/6)d\zeta=1/384$. For the rough values $\rho=2500$ kg/m$^3$, $c_p=1200$ J/(kg K), $\alpha=6\times10^{-5}$ K$^{-1}$, $\eta=50$ Pa s and $G_h=0.2$ K/cm, this is 147 W/m$^2$, or 3.5\% of $Q$. In a real feeder the glass usually has a free surface below the lid; with no shear stress there, the same balance gives about twice as much. The effect grows as $G_h^2L^4$, so a deeper or less evenly heated melt can leave the conduction regime. So can a working feeder, through which glass flows: if $G_h$ lies along the flow, a mean speed of only 0.35 mm/s makes the sideways heat $\rho c_puG_hL$ as large as $Q$. The flux found here is therefore for a standing melt.

The result depends strongly on the absorption of the clearest band, which in such glass depends on the iron content and its oxidation state. Halving it to 1.5 cm$^{-1}$ raises $1/\beta_R$ to 0.498 cm and $k_R$ to 13.0 W/(m K), a larger change than any of the corrections above for the standing melt. The computed conductivity is thus an estimate for this absorption model, and the numerical output gives its values in full.

\section*{Computed values}
\begin{verbatim}
Index n: 1.60; depth: 20 cm
Lid, middle, floor: 1550, 1500, 1450 K
Band edges: 2.8, 4.5 um
Band absorption: 3, 6, 100 1/cm
Band optical depths: 60, 120, 2000
Mode sum / n^2 sigma T^4/pi, n=1 and n=1.6: 0.9984, 0.9996
Wave test: flux / diffusion flux
  x=0.1 albedo=0.0000: numeric 0.9943, formula 0.9940
  x=0.5 albedo=0.0000: numeric 0.8726, formula 0.8725
  x=0.1 albedo=0.9000: numeric 0.9655, formula 0.9653
  x=0.1 albedo=0.9999: numeric 0.0291, formula 0.0291
Anisotropic case: x=0.05, albedo=0.5, g=0.6
  flux / plain-beta law: 1.4239
  predicted 1/(1-albedo*g): 1.4286
dB/dT weights at 1500 K: 0.6942, 0.2057, 0.1001
Shares of radiative flux: 0.8677, 0.1285, 0.0038
Rosseland mean: 3.750 1/cm
Arithmetic mean, same weights: 13.32 1/cm
Rosseland optical depth: 75.0
16 n^2 sigma T^3 at 1500 K: 7838.7 W/(m^2 K)
k_R at 1450 K: 6.175 W/(m K)
k_R at 1500 K: 6.969 W/(m K)
k_R at 1550 K: 7.823 W/(m K)
k_R at 1500 K by Planck quadrature: 6.969 W/(m K)
Ordinary conductivity (rough input): 1.50 W/(m K)
Ordinary conductivity / k_R: 0.215
Mean gradient: 5.00 K/cm
Radiative flux k_R(1500 K)*gradient: 3484 W/m^2
Total flux, diffusion: 4239 W/m^2
Total flux, full transfer: 4186 W/m^2
Mid-slab radiative flux / local law: 1.00000
Wall-layer error at 20 cm: 1.26 %
Wall-layer error at 40 cm: 0.63 %
Leaky case edges: 1.0, 4.5 um; absorption: 0.05, 4.00, 100.00 1/cm
Leaky case Rosseland optical depth: 21.8
Leaky case clear-band depth: 1.0
Leaky case full / diffusion flux: 0.605
Higher-gradient correction (grey, 3 1/cm): 4.4e-06
Assumed fall of n: 0.02 per um from 1 to 4.5 um
Change of k_R by dispersion: -2.55 %
Assumed |dn/dT|: 1e-05 1/K
Change of n^2 across melt: 0.125 %
Absorptive index at 10 um: 0.0080
Density: 2500 kg/m^3; heat: 1200 J/(kg K)
Expansion: 6e-05 1/K; viscosity: 50 Pa s
Horizontal gradient: 0.20 K/cm
Convection speed: 37.7 um/s
Convective flux change: 147 W/m^2
Convective change / total flux: 3.5 %
\end{verbatim}
